# Why a point-charge term can replace (SS|SS) integrals in molecules: verification in Python

```python
"""Test of the point-charge correction for omitted (SS|SS) integrals.

Result under test, in atomic units:
    E_full(R) - E_omit(R) = gap_A + gap_B + q_A*q_B/R   (nearly)
E_full : Dirac-Coulomb SCF energy with all integrals
E_omit : self-consistent energy without the (SS|SS) integrals
gap_X  : E_full - E_omit of the free atom X
q_X    : number of electrons in the small component of atom X
R      : distance of the nuclei; c : speed of light
InSb is treated by spin-free Dirac-Coulomb Hartree-Fock with density fitting.
The K-shell ions are treated with true four-component spinors and no fitting.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants, linalg
from scipy.integrate import quad
from pyscf import gto, df

c = 1.0 / constants.alpha
PICOMETRE = constants.physical_constants["Bohr radius"][0] * 1e12


def even_tempered(l, first, ratio, count):
    return [[l, [first * ratio**k, 1.0]] for k in range(count)]


ORBITAL_BASIS = (even_tempered(0, 0.05, 3.2, 14) + even_tempered(1, 0.05, 3.2, 10)
                 + even_tempered(2, 0.25, 3.4, 6))
FIT_BASIS = (even_tempered(0, 0.1, 2.8, 15) + even_tempered(1, 0.1, 2.8, 11)
             + even_tempered(2, 0.1, 2.8, 10) + even_tempered(3, 0.3, 2.8, 8)
             + even_tempered(4, 0.5, 2.8, 6))
K_SHELL_BASIS = even_tempered(0, 100.0, 3.5, 8)


def make_molecule(atoms, basis, electrons=None):
    total = sum(gto.charge(symbol) for symbol, z in atoms)
    electrons = total if electrons is None else electrons
    return gto.M(atom=[(symbol, (0.0, 0.0, z)) for symbol, z in atoms],
                 basis={symbol: basis for symbol, z in atoms}, unit="Bohr",
                 charge=total - electrons, spin=electrons % 2, verbose=0)


def function_labels(mol):
    """Atom, l and m of every real spherical basis function."""
    rows = []
    for shell in range(mol.nbas):
        l = mol.bas_angular(shell)
        for m in ([1, -1, 0] if l == 1 else range(-l, l + 1)):
            rows.append((mol.bas_atom(shell), l, m))
    return np.array(rows)


def build_system(atoms):
    """Integrals sorted into symmetry families (l in atoms, |m| in molecules)."""
    mol = make_molecule(atoms, ORBITAL_BASIS)
    fit = make_molecule(atoms, FIT_BASIS)
    labels = function_labels(mol)
    families = []
    for f in range(3):
        if len(atoms) == 1:
            members = [np.flatnonzero((labels[:, 1] == f) & (labels[:, 2] == m))
                       for m in range(-f, f + 1)]
        else:
            members = [np.flatnonzero(labels[:, 2] == m)
                       for m in ([0] if f == 0 else [f, -f])]
        families.append(members)
    overlap, kinetic = mol.intor("int1e_ovlp"), mol.intor("int1e_kin")
    nuclear = mol.intor("int1e_nuc")
    small_nuclear = mol.intor("int1e_pnucp") / (4 * c**2)
    core, metric, ortho = [], [], []
    for members in families:
        block = np.ix_(members[0], members[0])
        t = kinetic[block]
        core.append(np.block([[nuclear[block], t], [t, small_nuclear[block] - t]]))
        metric.append(linalg.block_diag(overlap[block], t / (2 * c**2)))
        lower = linalg.cholesky(metric[-1], lower=True)
        ortho.append(linalg.solve_triangular(lower, np.eye(len(lower)), lower=True).T)
    n = mol.nao_nr()
    rows, cols = np.tril_indices(n)
    pair = np.empty((n, n), dtype=int)
    pair[rows, cols] = pair[cols, rows] = np.arange(len(rows))
    fit_factor = linalg.cholesky(fit.intor("int2c2e"), lower=True)
    direct, exchange = [], []
    for name, scale in (("int3c2e", 1.0), ("int3c2e_pvp1", 1 / (4 * c**2))):
        raw = df.incore.aux_e2(mol, fit, name, aosym="s2ij", comp=1)
        fitted = scale * linalg.solve_triangular(fit_factor, raw.T, lower=True)
        direct.append([sum(fitted[:, pair[np.ix_(b, b)]] for b in members)
                       for members in families])
        exchange.append([[(g, np.ascontiguousarray(
            fitted[:, pair[np.ix_(members[0], b)]].transpose(1, 0, 2)))
            for g in range(3) for b in families[g]] for members in families])
    return SimpleNamespace(mol=mol, labels=labels, families=families, core=core,
                           metric=metric, ortho=ortho, direct=direct,
                           exchange=exchange)


def mean_field(system, orbitals, keep_ss):
    """Fock matrices, energy, and direct and exchange parts of (SS|SS)."""
    sizes = [len(members[0]) for members in system.families]
    parts = [[orb[:n], orb[n:]] for orb, n in zip(orbitals, sizes)]
    charge = [sum(np.tensordot(system.direct[x][f], parts[f][x] @ parts[f][x].T, 2)
                  for f in range(3)) for x in range(2)]
    potential = [charge[0] + charge[1], charge[0] + keep_ss * charge[1]]
    energy = system.mol.energy_nuc()
    ss_exchange, focks = 0.0, []
    for f, members in enumerate(system.families):
        n, degeneracy = sizes[f], len(members)
        coulomb = [np.tensordot(potential[x], system.direct[x][f], 1) / degeneracy
                   for x in range(2)]
        half = [np.hstack([(block.reshape(-1, block.shape[2])
                            @ parts[g][x]).reshape(n, -1)
                           for g, block in system.exchange[x][f]]) for x in range(2)]
        mixed, small = half[0] @ half[1].T, half[1] @ half[1].T
        swap = np.block([[half[0] @ half[0].T, mixed], [mixed.T, keep_ss * small]])
        field = linalg.block_diag(*coulomb) - 0.5 * swap
        density = orbitals[f] @ orbitals[f].T
        energy += degeneracy * np.sum(density * (system.core[f] + 0.5 * field))
        ss_exchange -= 0.25 * degeneracy * np.sum(density[n:, n:] * small)
        focks.append(system.core[f] + field)
    return focks, energy, 0.5 * charge[1] @ charge[1], ss_exchange


def occupy(system, focks, filling):
    """Fill the lowest electronic states; columns carry sqrt(occupation)."""
    result = []
    for fock, x, occupation in zip(focks, system.ortho, filling):
        vectors = x @ linalg.eigh(x.T @ fock @ x)[1]
        first = len(fock) // 2
        result.append(vectors[:, first:first + len(occupation)] * np.sqrt(occupation))
    return result


def run_scf(system, filling, keep_ss, orbitals=None):
    if orbitals is None:
        orbitals = occupy(system, system.core, filling)
    history = []
    for cycle in range(100):
        focks, energy, ss_direct, ss_exchange = mean_field(system, orbitals, keep_ss)
        errors = []
        for fock, orb, s, x in zip(focks, orbitals, system.metric, system.ortho):
            product = fock @ (orb @ orb.T) @ s
            errors.append((x.T @ (product - product.T) @ x).ravel())
        residual = np.concatenate(errors)
        if np.max(np.abs(residual)) < 2e-5:
            small_charge = 0.0
            for orb, s, members in zip(orbitals, system.metric, system.families):
                n = len(members[0])
                small_charge += len(members) * np.sum((orb[n:] @ orb[n:].T) * s[n:, n:])
            return SimpleNamespace(energy=energy, orbitals=orbitals, q=small_charge,
                                   ss_direct=ss_direct, ss_exchange=ss_exchange)
        history = (history + [(focks, residual)])[-8:]
        size = len(history)
        matrix = -np.ones((size + 1, size + 1))
        matrix[-1, -1] = 0.0
        matrix[:size, :size] = [[a[1] @ b[1] for b in history] for a in history]
        matrix[:size, :size] /= residual @ residual
        target = np.zeros(size + 1)
        target[-1] = -1.0
        weights = np.linalg.solve(matrix, target)[:size]
        mixed = [sum(w * item[0][f] for w, item in zip(weights, history))
                 for f in range(3)]
        orbitals = occupy(system, mixed, filling)
    raise AssertionError("SCF did not converge")


def join_atoms(system, atomic_orbitals):
    """Starting orbitals of the molecule: those of the free atoms."""
    result = []
    for f, members in enumerate(system.families):
        labels, n, columns = system.labels[members[0]], len(members[0]), []
        for atom, orbitals in enumerate(atomic_orbitals):
            for l in range(f, 3):
                where = np.flatnonzero((labels[:, 0] == atom) & (labels[:, 1] == l))
                block = np.zeros((2 * n, orbitals[l].shape[1]))
                block[where] = orbitals[l][:len(where)]
                block[n + where] = orbitals[l][len(where):]
                columns.append(block)
        result.append(np.hstack(columns))
    return result


def radial_charges(system, orbitals, radius, step):
    """Large and small charge in each spherical shell of a logarithmic grid."""
    points = np.outer(radius, np.array([1.0, 2.0, 2.0]) / 3.0)
    values = system.mol.eval_gto("GTOval_sph_deriv1", points)
    large, small = np.zeros(len(radius)), np.zeros(len(radius))
    for orb, members in zip(orbitals, system.families):
        n = len(members[0])
        for b in members:
            large += np.sum((values[0][:, b] @ orb[:n])**2, axis=1)
            for k in (1, 2, 3):
                small += np.sum((values[k][:, b] @ orb[n:])**2, axis=1) / (4 * c**2)
    volume = 4 * np.pi * radius**3 * step
    return large * volume, small * volume


def shell_repulsion(a, b, distance):
    """Repulsion of two unit charges spread over spheres of radii a and b."""
    crossing = 1 / distance - (a + b - distance)**2 / (4 * a * b * distance)
    inside = 1 / np.maximum(a, b)
    return np.where(a + b <= distance, 1 / distance,
                    np.where(np.abs(a - b) >= distance, inside, crossing))


def spinor_k_shell(atoms, electrons):
    """Four-component Dirac-Fock: full energy, energy without (SS|SS), q."""
    mol = make_molecule(atoms, K_SHELL_BASIS, electrons)
    n = mol.nao_2c()
    t = 0.5 * mol.intor("int1e_spsp_spinor")
    small_nuclear = mol.intor("int1e_spnucsp_spinor") / (4 * c**2)
    core = np.block([[mol.intor("int1e_nuc_spinor"), t], [t, small_nuclear - t]])
    metric = linalg.block_diag(mol.intor("int1e_ovlp_spinor"), t / (2 * c**2))
    llll = mol.intor("int2e_spinor")
    ssll = mol.intor("int2e_spsp1_spinor") / (4 * c**2)
    ssss = mol.intor("int2e_spsp1spsp2_spinor") / (16 * c**4)
    energies, charges = [], []
    for keep_ss in (1.0, 0.0):
        fock, previous = core, 0.0
        for cycle in range(60):
            vectors = linalg.eigh(fock, metric)[1][:, n:n + electrons]
            density = vectors @ vectors.conj().T
            dl, ds, dsl = density[:n, :n], density[n:, n:], density[n:, :n]
            j_large = (np.einsum("ijkl,lk->ij", llll, dl)
                       + np.einsum("klij,lk->ij", ssll, ds))
            j_small = (np.einsum("ijkl,lk->ij", ssll, dl)
                       + keep_ss * np.einsum("ijkl,lk->ij", ssss, ds))
            k_large = np.einsum("ijkl,jk->il", llll, dl)
            k_small = keep_ss * np.einsum("ijkl,jk->il", ssss, ds)
            k_mixed = np.einsum("ijkl,jk->il", ssll, dsl)
            fock = core + np.block([[j_large - k_large, -k_mixed.conj().T],
                                    [-k_mixed, j_small - k_small]])
            energy = 0.5 * np.trace(density @ (core + fock)).real + mol.energy_nuc()
            if abs(energy - previous) < 1e-8:
                break
            previous = energy
        else:
            raise AssertionError("spinor SCF did not converge")
        energies.append(energy)
        charges.append(np.trace(ds @ metric[n:, n:]).real)
    return energies[0], energies[1], charges[0]


def show(label, value, unit, form=".6f"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("speed of light", c, "a.u.")

# Free atoms, with the open p shell spread evenly over its three directions.
fillings = {"In": [[2.0] * 5, [2.0] * 3 + [1.0 / 3.0], [2.0] * 2],
            "Sb": [[2.0] * 5, [2.0] * 3 + [1.0], [2.0] * 2]}
log_radius = np.linspace(np.log(1e-6), np.log(40.0), 1500)
radius, step = np.exp(log_radius), log_radius[1] - log_radius[0]
atoms_full, gaps, shells = {}, {}, {}
for symbol, filling in fillings.items():
    system = build_system([(symbol, 0.0)])
    full = run_scf(system, filling, 1.0)
    omitted = run_scf(system, filling, 0.0, full.orbitals)
    atoms_full[symbol], gaps[symbol] = full, full.energy - omitted.energy
    large, small = radial_charges(system, full.orbitals, radius, step)
    shells[symbol] = small
    scaling_charge = -full.energy / (2 * c**2)
    r99 = [np.interp(0.99, np.cumsum(x) / np.sum(x), radius) for x in (small, large)]
    tail = np.sum(small[radius > 2.75]) / np.sum(small)
    show(f"{symbol} energy, all integrals", full.energy, "hartree", ".4f")
    show(f"{symbol} gap, full minus omitted", gaps[symbol], "hartree")
    show(f"{symbol} small-component charge q", full.q, "electrons")
    show(f"{symbol} q with (SS|SS) omitted", omitted.q, "electrons")
    show(f"{symbol} -E/(2c^2)", scaling_charge, "electrons")
    show(f"{symbol} radius holding 99% of small charge", r99[0], "bohr", ".3f")
    show(f"{symbol} radius holding 99% of large charge", r99[1], "bohr", ".3f")
    show(f"{symbol} fraction of small charge beyond 2.75 bohr", tail, "", ".2e")
    assert abs(np.sum(small) / full.q - 1) < 1e-4
    assert abs(np.sum(large) + np.sum(small) - gto.charge(symbol)) < 1e-3
    # The scaling theorem is exact only in a complete basis.
    assert abs(scaling_charge / full.q - 1) < 5e-3
    assert r99[0] < 0.5 * r99[1] and tail < 1e-3

# Shell formula against a direct angular average, for crossing spheres.
a, b, d = 1.2, 0.9, 1.5
kink = (a * a + d * d - b * b) / (2 * a * d)
average = 0.5 * quad(lambda u: 1 / max(b, np.sqrt(a * a + d * d - 2 * a * d * u)),
                     -1, 1, points=[kink])[0]
assert abs(average - shell_repulsion(a, b, d)) < 1e-8

# Repulsion of the undeformed small-component clouds of the two atoms.
middle = 5.5
table = shell_repulsion(radius[:, None], radius[None, :], middle)
frozen = shells["In"] @ table @ shells["Sb"]
point = np.sum(shells["In"]) * np.sum(shells["Sb"]) / middle
show("free-atom clouds at 5.5 bohr, repulsion", 1e3 * frozen, "millihartree")
show("relative departure from point charges", frozen / point - 1, "", ".2e")
assert abs(frozen / point - 1) < 1e-3

# The molecule at three distances.
distances = np.array([5.0, 5.5, 6.0])
molecule_filling = [[2.0] * 21, [2.0] * 10 + [1.0], [2.0] * 4]
charge_product = atoms_full["In"].q * atoms_full["Sb"].q
curve_full, curve_omitted = [], []
for distance in distances:
    system = build_system([("In", 0.0), ("Sb", distance)])
    start = join_atoms(system, [atoms_full[s].orbitals for s in ("In", "Sb")])
    full = run_scf(system, molecule_filling, 1.0, start)
    omitted = run_scf(system, molecule_filling, 0.0, full.orbitals)
    curve_full.append(full.energy)
    curve_omitted.append(omitted.energy)
    found = full.energy - omitted.energy - gaps["In"] - gaps["Sb"]
    predicted = charge_product / distance
    show(f"R={distance} energy, all integrals", full.energy, "hartree")
    show(f"R={distance} two-centre gap from SCF", 1e3 * found, "millihartree", ".4f")
    show(f"R={distance} qA*qB/R", 1e3 * predicted, "millihartree", ".4f")
    assert abs(found / predicted - 1) < 0.01
    if distance == middle:
        free = [atoms_full[s] for s in ("In", "Sb")]
        direct_change = full.ss_direct - sum(x.ss_direct for x in free)
        exchange_change = full.ss_exchange - sum(x.ss_exchange for x in free)
        charge_change = full.q - sum(x.q for x in free)
        show("R=5.5 direct (SS|SS), molecule minus atoms", 1e3 * direct_change,
             "millihartree", ".4f")
        show("R=5.5 exchange (SS|SS), molecule minus atoms", 1e3 * exchange_change,
             "millihartree", ".5f")
        show("R=5.5 small charge, molecule minus atoms", charge_change,
             "electrons", ".2e")
        assert abs(direct_change / predicted - 1) < 0.01
        assert abs(exchange_change) < 0.01 * predicted
        assert abs(charge_change) < 1e-3 * full.q

# Minimum of the parabola through the three points of each curve.
curve_full, curve_omitted = np.array(curve_full), np.array(curve_omitted)
minima = []
for curve in (curve_full, curve_omitted, curve_omitted + charge_product / distances):
    quadratic, linear, constant = np.polyfit(distances - middle, curve - curve[1], 2)
    assert quadratic > 0
    minima.append(middle - linear / (2 * quadratic))
    if len(minima) == 1:
        stiffness = 2 * quadratic
shift_omitted, shift_corrected = minima[1] - minima[0], minima[2] - minima[0]
show("force constant of the full parabola", stiffness, "hartree/bohr^2", ".5f")
show("bond length, all integrals", minima[0], "bohr", ".5f")
show("bond length, (SS|SS) omitted", minima[1], "bohr", ".5f")
show("bond length, omitted plus correction", minima[2], "bohr", ".5f")
show("bond error, omitted", shift_omitted, "bohr", ".6f")
show("bond error, omitted", shift_omitted * PICOMETRE, "pm", ".4f")
show("bond error, corrected", shift_corrected, "bohr", ".6f")
show("bond error, corrected", shift_corrected * PICOMETRE, "pm", ".4f")
assert shift_omitted < 0 and abs(shift_corrected) < 0.1 * abs(shift_omitted)

# True four-component spinors and unfitted integrals: two K-shell ions.
ion_a = spinor_k_shell([("In", 0.0)], 2)
ion_b = spinor_k_shell([("Sb", 0.0)], 2)
ions = spinor_k_shell([("In", 0.0), ("Sb", middle)], 4)
found = (ions[0] - ions[1]) - (ion_a[0] - ion_a[1]) - (ion_b[0] - ion_b[1])
predicted = ion_a[2] * ion_b[2] / middle
show("K-shell In ion, small charge", ion_a[2], "electrons")
show("K-shell Sb ion, small charge", ion_b[2], "electrons")
show("K-shell pair at 5.5 bohr, gap from SCF", 1e3 * found, "millihartree", ".5f")
show("K-shell pair at 5.5 bohr, qA*qB/R", 1e3 * predicted, "millihartree", ".5f")
assert abs(found / predicted - 1) < 0.01

print("OK")
```

It prints:

```
speed of light: 137.035999 a.u.
In energy, all integrals: -5872.7381 hartree
In gap, full minus omitted: 0.141467 hartree
In small-component charge q: 0.156065 electrons
In q with (SS|SS) omitted: 0.156068 electrons
In -E/(2c^2): 0.156366 electrons
In radius holding 99% of small charge: 0.682 bohr
In radius holding 99% of large charge: 4.485 bohr
In fraction of small charge beyond 2.75 bohr: 8.07e-05
Sb energy, all integrals: -6470.5792 hartree
Sb gap, full minus omitted: 0.177792 hartree
Sb small-component charge q: 0.171911 electrons
Sb q with (SS|SS) omitted: 0.171916 electrons
Sb -E/(2c^2): 0.172284 electrons
Sb radius holding 99% of small charge: 0.680 bohr
Sb radius holding 99% of large charge: 4.289 bohr
Sb fraction of small charge beyond 2.75 bohr: 1.07e-04
free-atom clouds at 5.5 bohr, repulsion: 4.878036 millihartree
relative departure from point charges: -2.01e-06
R=5.0 energy, all integrals: -12343.536932 hartree
R=5.0 two-centre gap from SCF: 5.3800 millihartree
R=5.0 qA*qB/R: 5.3659 millihartree
R=5.5 energy, all integrals: -12343.550193 hartree
R=5.5 two-centre gap from SCF: 4.8851 millihartree
R=5.5 qA*qB/R: 4.8780 millihartree
R=5.5 direct (SS|SS), molecule minus atoms: 4.8813 millihartree
R=5.5 exchange (SS|SS), molecule minus atoms: 0.00356 millihartree
R=5.5 small charge, molecule minus atoms: 6.68e-06 electrons
R=6.0 energy, all integrals: -12343.547185 hartree
R=6.0 two-centre gap from SCF: 4.4748 millihartree
R=6.0 qA*qB/R: 4.4715 millihartree
force constant of the full parabola: 0.06507 hartree/bohr^2
bond length, all integrals: 5.65756 bohr
bond length, (SS|SS) omitted: 5.64440 bohr
bond length, omitted plus correction: 5.65742 bohr
bond error, omitted: -0.013160 bohr
bond error, omitted: -0.6964 pm
bond error, corrected: -0.000136 bohr
bond error, corrected: -0.0072 pm
K-shell In ion, small charge: 0.065196 electrons
K-shell Sb ion, small charge: 0.070860 electrons
K-shell pair at 5.5 bohr, gap from SCF: 0.83999 millihartree
K-shell pair at 5.5 bohr, qA*qB/R: 0.83996 millihartree
OK
```
